# Rank-one conductance updates for a growing oxide breakdown path

## Definitions and conventions

A breakdown path through an oxide is represented by a linear resistor network. Interior nodes are numbered $1,\dots,n$. The substrate electrode is held at potential 0 and the gate at potential 1, so potentials are fractions of the applied bias. The conductance $G$ is then the current entering at the gate, in units of conductance.

The edge between nodes $i$ and $j$ has conductance $g_{ij}\ge 0$. The interior Laplacian $K$ has diagonal entry $K_{ii}$ equal to the sum of all conductances attached to node $i$, including those to electrodes, and off-diagonal entry $K_{ij}=-g_{ij}$. The vector $c$ holds the conductances from interior nodes to the gate, and $d$ is any direct gate–substrate conductance.

Current balance at node $i$ reads $\sum_j g_{ij}(\phi_i-\phi_j)=0$. The gate terms contribute $c_i(\phi_i-1)$; moving the known part to the right gives

$$K\phi=c,\qquad \phi=Zc,\qquad Z=K^{-1}.$$

The inverse exists if every interior node has some conducting route to an electrode. Indeed, $x^TKx$ is the sum of $g_{ij}(x_i-x_j)^2$ over interior edges and $g\,x_i^2$ over edges to electrodes. If it vanishes, $x$ is constant on each connected group and zero where the group touches an electrode, so $x=0$. Thus $K$ is positive definite.

The gate current is

$$G=d+\sum_i c_i(1-\phi_i)=d+\sum_i c_i-c^T\phi. \tag{1}$$

It also equals the power dissipated at unit bias. Multiply the net current leaving each node by its potential and sum over all nodes, electrodes included. Each edge contributes $g_e(\Delta\phi_e)^2$; interior nodes contribute zero net current, the substrate has zero potential, and the gate contributes $G$. Hence $G=\sum_e g_e(\Delta\phi_e)^2$. For a nearly open path this is a useful starting value, because it adds positive terms where (1) subtracts potentials close to 1.

## Two inadequate shortcuts

One defect now adds a link of conductance $g$ between existing nodes $a$ and $b$, in parallel with whatever already joins them. Solving the whole network again gives the new conductance, but a dense solve costs of order $n^3$ operations. Repeating it for each of $m$ candidate sites costs $mn^3$, although each candidate changes at most four entries of $K$.

A cheap alternative is to keep the old potentials. With $D=\phi_a-\phi_b$, the new link would dissipate $gD^2$, which suggests a gain $gD^2$. This is the leading term for small $g$. It fails when the link is strong enough to change the potentials, which is what a link closing a breakdown path does: before closure nearly the whole bias lies across the missing link, and afterwards the rest of the path takes its share. The correction must contain the resistance through which the link is fed.

## The rank-one correction

Let both ends be interior, and let $u$ have entry $+1$ at $a$, $-1$ at $b$ and zero elsewhere. The link adds $g$ to two diagonal entries and $-g$ to two off-diagonal ones, so

$$K'=K+g\,uu^T.$$

Define $z=Zu$ and $\rho=u^Tz=Z_{aa}+Z_{bb}-2Z_{ab}$. The Sherman–Morrison formula is

$$Z'=Z-\frac{g\,zz^T}{1+g\rho}. \tag{2}$$

To prove it, multiply by $K'$, using $KZ=1$, $Kz=u$ and $u^TZ=z^T$:

$$K'Z'=1+g\,uz^T-\frac{g\,uz^T}{1+g\rho}-\frac{g^2\rho\,uz^T}{1+g\rho}
=1+g\,uz^T\left[1-\frac{1+g\rho}{1+g\rho}\right]=1.$$

The vector $c$ is unchanged. Since $z^Tc=u^TZc=u^T\phi=D$, the new potentials are

$$\phi'=Z'c=\phi-\frac{gD}{1+g\rho}\,z. \tag{3}$$

Their difference across the new link is

$$D'=u^T\phi'=D-\frac{gD\rho}{1+g\rho}=\frac{D}{1+g\rho}. \tag{4}$$

Insert (3) in (1). The minus sign before $c^T\phi'$ turns the correction positive, and $c^Tz=D$ supplies a second factor $D$:

$$\boxed{G'=G+\frac{gD^2}{1+g\rho}} \tag{5}$$

The quantity $\rho$ has a definite electrical meaning. The vector $z$ solves $Kz=u$: unit current enters at $a$ and leaves at $b$ while both electrodes stay at potential zero. Therefore $\rho$ is the resistance between $a$ and $b$ with the electrodes shorted together, as suits a network driven by a fixed voltage. The new link sees an open-circuit voltage $D$ behind a source resistance $\rho$, which is what (4) says.

## Links that end on an electrode

For a link from $b$ to the substrate, $u$ has the single entry 1 at $b$ and $c$ is unchanged. The derivation holds with $D=\phi_b$ and $\rho=Z_{bb}$; the sign of $D$ does not affect its square.

A link from $b$ to the gate changes $c$ as well. Let $e_b$ be the unit vector at $b$, and now set $z=Ze_b$, $\rho=Z_{bb}$. Then $K'=K+g\,e_be_b^T$ and $c'=c+g\,e_b$. Applying (2) to both parts of $c'$ gives

$$\phi'=\phi-\frac{g\phi_b}{1+g\rho}z+g\left(1-\frac{g\rho}{1+g\rho}\right)z
=\phi+\frac{g(1-\phi_b)}{1+g\rho}z.$$

In (1), $\sum_i c_i$ also grows by $g$. With $c^Tz=\phi_b$ and $e_b^Tz=\rho$,

$$G'-G=g-g\phi_b-\frac{g(1-\phi_b)(\phi_b+g\rho)}{1+g\rho}
=g(1-\phi_b)\left[1-\frac{\phi_b+g\rho}{1+g\rho}\right]
=\frac{g(1-\phi_b)^2}{1+g\rho}.$$

This is (5) with $D=1-\phi_b$. A direct gate–substrate link adds $g$ to $d$, which is (5) with $D=1$, $\rho=0$. All cases can therefore share one routine: append the electrode potentials 0 and 1 to $\phi$, pad $Z$ with zero rows and columns for the electrodes, and take $z=Z_{:a}-Z_{:b}$. Equations (2), (3) and (5) then apply unchanged.

## Why the gate should not be left open

The same matrix identity can be applied to a current-driven network. Ground the substrate, treat the gate as an unknown node, and inject unit current there. The gate potential is the resistance $R=1/G$. If $w$ is the drop between $a$ and $b$ per unit injected current, and $r$ is their resistance with the gate open, the same algebra gives

$$R'=R-\frac{g w^2}{1+g r}. \tag{6}$$

Scaling the drop to unit bias gives $w=RD$. Therefore

$$\frac1{R'}-\frac1R=\frac{R-R'}{RR'}
=\frac{gD^2}{1+g(r-RD^2)}.$$

Comparison with (5) shows that

$$\rho=r-RD^2.$$

Equations (5) and (6) are algebraically equivalent, but $r$ may not replace $\rho$ in (5). Nor are they equivalent in finite precision. When the new link closes a nearly open path, $R$ and $r$ are huge while $R'$ is ordinary, so (6) obtains $R'$ as a small difference of large numbers. Equation (5) adds a positive gain to a small positive $G$. This is the reason to store the voltage-driven state.

## The scheme and its limits

1. Form $K$ and $c$, compute $Z$ and $\phi$, and obtain $G$ from the dissipated power.
2. For each candidate link, read $D$ and $\rho$ from the stored arrays and evaluate (5).
3. For the link that is accepted, update $G$ by (5), $\phi$ by (3) and $Z$ by (2).
4. At intervals, repeat step 1 for the current network and replace the stored state if the difference is too large.

The first step costs of order $n^3$, each score a fixed number of operations, and each accepted link of order $n^2$. Storage of $Z$ is also of order $n^2$. The endpoints must already be nodes of the network.

For $g>0$ the gain cannot be negative. It tends to $gD^2$ when $g\rho\ll1$ and, for $\rho>0$, to $D^2/\rho$ when $g\rho\gg1$. The power in the new link at unit bias is

$$P=gD'^2=\frac{gD^2}{(1+g\rho)^2},\qquad
\frac{dP}{dg}=D^2\frac{1-g\rho}{(1+g\rho)^3}.$$

At fixed bias, with nonzero $D$ and $\rho>0$, it is therefore greatest at $g=1/\rho$. Making the link more conductive beyond that point raises the total current but reduces the heat released in the link itself.

Weakening an existing link is the same update with negative $g$. Suppose the link has conductance $h$, and let $Y$ be the conductance between its ends through everything else, with the electrodes shorted. Then $\rho=1/(h+Y)$, and complete removal gives

$$1-h\rho=\frac{Y}{h+Y}.$$

The denominator vanishes if $Y=0$: the link was then the sole connection of some part of the network to the electrodes, and its removal leaves $K$ singular. When $Y$ is merely small compared with $h$, the subtraction loses digits and a fresh solve is safer.

## A path with one missing link

Take a 5 nm oxide between n+ silicon electrodes, with possible nodes on a 1 nm grid. Coordinates are in nm, with the third measured from the substrate. A defect occupies the bond between two nodes and gives it a conductance of 5 µS. The cluster has nine interior nodes and ten defect links:

- Lower part: substrate–(0,0,1), (0,0,1)–(0,0,2), (0,0,2)–(1,0,2), substrate–(1,0,1), (1,0,1)–(1,0,2), (0,0,2)–(0,0,3).
- Upper part: (1,0,3)–(1,0,4), (1,0,4)–gate, (1,0,3)–(2,0,3), (2,0,3)–(2,0,4).

The missing link is (1,0,3)–(1,0,2). Every pair of interior nodes, and every node–electrode pair, also has a weak tunnelling conductance $g\,e^{-2\kappa\ell}$ across its distance $\ell$, where $g=5$ µS and $\kappa=\sqrt{2m\Phi}/\hbar$. With a rough barrier $\Phi=3.1$ eV and mass $m=0.42$ electron masses, $\kappa=5.846$ nm$^{-1}$, and an empty 1 nm gap conducts 41.8 pS. The prefactor 5 µS is a model assumption.

Solving the nine balance equations gives $G=84.6$ pS before closure. Two empty 1 nm gaps join the lower and upper parts, from (1,0,2) and from (0,0,3), both to (1,0,3). Together they supply $2\times41.8=83.6$ pS; omitting all longer gaps lowers the solved $G$ by 1.2%.

The upper end of the missing link sits at 0.999966 of the bias and the lower end at 0.000017, so $D=0.999949$. The solution gives $\rho=0.63996$ MΩ. A reduction without gaps shows where this comes from. Each defect link has resistance 0.2 MΩ. Two routes, of three and two links, join the substrate to (1,0,2), and two links join (1,0,3) to the gate:

$$\rho\simeq\frac{0.6\times0.4}{0.6+0.4}+0.4=0.64\ \text{M}\Omega.$$

Since µS times MΩ is dimensionless, $1+g\rho=1+5\times0.63996=4.1998$, and

$$G'-G=\frac{5\times(0.999949)^2}{4.1998}=1.1904\ \text{µS}.$$

Adding the initial 0.0000846 µS gives $G'=1.1905$ µS, or a resistance of 0.840 MΩ. The full Laplacian can be solved separately: ground the substrate, inject current at the gate, solve for nine interior potentials and the gate potential, and divide current by gate potential. With the new link included this gives 1.190502940 µS, the same as the update to all digits shown; the relative difference is $3\times10^{-15}$.

The shortcut $gD^2$ would have predicted a gain of 5.0 µS, too large by the factor $1+g\rho=4.2$. Equation (4) shows why: the drop across the link falls from nearly the full bias to 0.238 of it. The opposite error follows from using the open-gate resistance in (5). Here $r=1.18\times10^4$ MΩ, and the predicted gain would be about 85 pS, as if closure merely doubled the conductance.

The correct current-driven formula (6) avoids that error but not the cancellation. It subtracts numbers near $10^4$ MΩ to reach 0.84 MΩ. For six new-link conductances from 2.5 to 10 µS, compared with 45-digit solves, the largest relative error in double precision was $5\times10^{-12}$ for (6) and $2\times10^{-15}$ for (5). Both are harmless here, but the loss in (6) grows with the ratio of open to closed resistance.

The voltage form has its own weak point. A group held by gaps alone produces large entries in $Z$, from which later updates subtract. Starting with gaps alone and adding all eleven defects in turn, the updated $G$ and a fresh full solve differed by at most $1.7\times10^{-10}$ relative to the latter. Most of this difference comes from the full solve, which is current-driven and loses digits while the path is still open. The largest relative error of the updates themselves is roughly $2\times10^{-13}$ to $10^{-11}$, depending on the order in which the defects are added, still far more than that of a fresh voltage-driven solve.

## Choosing the next link

The largest possible gain from the closing bond, reached as its conductance grows without limit, is $D^2/\rho=1.562$ µS. Its power is greatest at $1/\rho=1.563$ µS. The numerical values nearly coincide because $D\simeq1$. The 5 µS link already lies beyond the power maximum.

After closure, four empty nearest-neighbour bonds remain between nodes of the cluster or its electrodes. For a further 5 µS defect, (5) gives these gains:

- (2,0,4)–gate: 0.280 µS.
- (0,0,3)–(1,0,3): 0.167 µS.
- (1,0,4)–(2,0,4): 0.075 µS.
- (0,0,1)–(1,0,1): 0.005 µS.

The scores are valid one at a time. The first two add up to 0.447 µS, but installing both gives 0.543 µS. With the weak gaps neglected, all current passes through node (1,0,3), which separates the network into two sections in series. The first new link changes the upper section, from 0.40 to 0.24 MΩ; the second changes the lower one. If the reductions in resistance are $\delta_1$ and $\delta_2$, the joint conductance is $1/(R-\delta_1-\delta_2)$. Because $1/(R-x)$ becomes steeper as $x$ increases, the second reduction gains more after the first has been made.

Parallel additions can do the reverse. Two 5 µS defects placed together across the original gap act as one link of 10 µS. Their joint gain is

$$\frac{10D^2}{1+10\rho}=1.35\ \text{µS},$$

with $\rho$ in MΩ, far less than twice 1.19 µS. A growth algorithm should therefore score the remaining candidates again after each accepted link.

## What the conductance means for a real oxide

The thickness and barrier are in the range of real thin SiO2 capacitors. The dense defect cluster and the conductance of its links were chosen to display the algorithm, not drawn from measurements, so the final conductance near 1 µS is a result of the model's assumptions. At a read bias of 0.05 V and 300 K, the model current is 60 nA. Multiplying all gap conductances by ten raises the initial conductance from 84.6 to 846 pS, but changes the final one by just 0.02%. The jump by a factor of $1.4\times10^4$ thus depends on the assumed gaps, while the final conductance hardly does.

The ohmic assumption is reasonable at this small bias if each link hops with current proportional to $\sinh x$, where $x=qV_\ell/(2k_BT)$, $q$ is the elementary charge and $V_\ell$ the link drop. The factor $\sinh x/x$ for the new link after closure is 1.009. Before closure the whole read bias lies across the gap, where the same law would give 1.16, so the initial conductance is less nearly ohmic. At 1 V, with the same fraction of bias across the new link, the factor is 10.9, so the linear network no longer gives the current. Before closure, 1 V would also put 10 MV/cm across the gap, roughly the breakdown field of good oxide.

Heating leads to the same restriction. If all the power entered a half-space of oxide through a disk of radius $a=0.5$ nm at uniform temperature, the thermal resistance would be $1/(4\lambda a)$. With a rough thermal conductivity $\lambda=1.4$ W/(m K), the linear conductance gives a rise of about 1 K at the read bias and about 400 K at 1 V. This geometry overestimates the rise, because the power is shared among several links lying between two silicon heat sinks. Treating each link as a heated sphere of radius 0.5 nm in a slab with isothermal faces gives about 0.2 K and 70 K instead. Neither 1 V figure is a temperature prediction: with the $\sinh$ law in every defect link the conductance at 1 V rises to about 6.8 µS, and the slab estimate to about 350 K, so the unheated linear model has failed there.

The electrodes are a moderate correction in this example. For silicon of $10^{-3}$ Ω cm and the same disk, the diffusive formula for spreading resistance gives 0.6% of the path resistance for one contact carrying the whole current. That formula assumes a contact wider than the electron mean free path, which this disk is not. A ballistic estimate counts conduction channels instead, each worth one conductance quantum $2q^2/h=77.5$ µS. With about $7\times10^{19}$ electrons per cm³ in the six anisotropic valleys of silicon, taken as fully degenerate, the disk offers only about 0.2 of a channel, which gives roughly 65 kΩ per contact; the partial degeneracy at 300 K changes this to about 0.17 of a channel and 76 kΩ. Take 65 kΩ. That is 8% of the path resistance at the gate, and about half as much at the substrate, where two defect links share the current. This too is rough, because the disk is smaller than the electron wavelength. Direct tunnelling through 1 µm² of intact oxide, estimated as one channel per nm² times $e^{-2\kappa\times5\,\text{nm}}$, is about $3\times10^{-24}$ S and can be neglected beside the gaps.

The least secure assumption is that a new defect leaves the other links unchanged. A unit charge 1 nm away shifts a site energy by $q^2/(4\pi\epsilon_0\epsilon_r\ell)=0.37$ eV for $\epsilon_r=3.9$, if nothing else screens it. Against $k_BT=0.026$ eV this corresponds to a Boltzmann factor of $1.6\times10^6$. Nearby electrodes reduce the shift (ideal metallic ones to 0.20–0.27 eV depending on depth, a factor of $2\times10^3$ to $3\times10^4$), other charges can lower or raise it, and the factor is not a forecast of the conductance change, but it shows that charging could outweigh every correction above. As a milder illustration, reducing (1,0,3)–(1,0,4) to one tenth lowers the closed-path conductance from 1.19 to 0.379 µS. A shifted site energy generally alters every link at that site. Each altered link can be included as another rank-one update once the size of its change is known; the network equations do not supply these sizes.
